\section*{Copper diffusivity implied by a ten-year lag in a 2 nm barrier}

\section*{Problem}

A uniform barrier of thickness $L=2$ nm separates a copper line from a dielectric. At time $t=0$ it contains no copper. From then on its entrance face, $x=0$, is held at the copper concentration $c_0$, and the dielectric removes every copper atom that reaches the exit face, $x=L$. The diffusivity $D$ is constant. Let $Q(t)$ be the copper that has left through unit area of the exit face. At late times $Q$ grows along a straight line, and the time at which this line, extended backwards, meets $Q=0$ is called the lag time $t_{\rm lag}$.

\begin{enumerate}
\item Find $t_{\rm lag}$ when no field acts on the copper, and the $D$ for which it is ten years.
\item How much copper has passed by then, and how large is the flux?
\item Does a continuum estimate make sense in a film a few atomic spacings thick?
\item How does the answer change if the copper moves as singly charged ions in a field of 1 MV/cm at 378.15 K?
\item What do a thinner region, a different definition of the delay, or trapping do to the estimate?
\end{enumerate}

\section*{1. The lag time and the diffusivity}

Without a field the flux is $J=-D\,\partial c/\partial x$, and conservation of copper gives
\begin{equation}
\frac{\partial c}{\partial t}=D\frac{\partial^2 c}{\partial x^2},\qquad c(0,t)=c_0,\quad c(L,t)=0,\quad c(x,0)=0 .
\end{equation}
This assumes that the copper is neutral, or that its charge is compensated so that no field arises.

The lag follows without solving for $c(x,t)$. Multiply the equation by $x/L$, integrate over the barrier, and integrate by parts:
\begin{align}
\frac{d}{dt}\int_0^L c\,\frac{x}{L}\,dx
&=\frac{D}{L}\left\{\left[x\frac{\partial c}{\partial x}\right]_0^L-\int_0^L\frac{\partial c}{\partial x}\,dx\right\}\nonumber\\
&=D\left.\frac{\partial c}{\partial x}\right|_{L}+\frac{Dc_0}{L}.
\end{align}
The last term arises from $-[c(L)-c(0)]=c_0$. The first term is minus the flux leaving the barrier, $-dQ/dt$. Integrating in time, with an empty barrier at the start, gives
\begin{equation}
Q(t)=\frac{Dc_0}{L}\,t-\int_0^L c(x,t)\,\frac{x}{L}\,dx .
\label{balance}
\end{equation}
This holds at every time. At late times $c$ approaches the steady profile $c_0(1-x/L)$; part 2 shows that the difference decays exponentially. The integral then becomes
\begin{equation}
c_0\int_0^L\left(1-\frac{x}{L}\right)\frac{x}{L}\,dx=c_0L\left(\frac12-\frac13\right)=\frac{c_0L}{6},
\end{equation}
so that
\begin{equation}
Q\to\frac{Dc_0}{L}\left(t-\frac{L^2}{6D}\right),\qquad t_{\rm lag}=\frac{L^2}{6D}.
\label{lag}
\end{equation}
The concentration $c_0$ multiplies both the slope and the offset of the line, and therefore cancels from the lag.

With $L=2\times10^{-7}$ cm and ten years equal to $3.156\times10^{8}$ s,
\begin{equation}
D=\frac{L^2}{6\,t_{\rm lag}}=\frac{4\times10^{-14}\ {\rm cm^2}}{6\times3.156\times10^{8}\ {\rm s}}=2.1\times10^{-23}\ {\rm cm^2/s},
\end{equation}
or $2.1\times10^{-27}$ m$^2$/s. A lag of exactly ten years fixes this value; a lag of at least ten years requires $D$ to be no larger. The value applies at the temperature at which the barrier spends the ten years.

\section*{2. What has passed at the lag time}

Write $c=c_0(1-x/L)+\delta$. The difference $\delta$ obeys the diffusion equation, vanishes on both faces, and starts as $-c_0(1-x/L)$. It is therefore a sine series,
\begin{equation}
\delta=\sum_{n=1}^{\infty}b_n\sin\frac{n\pi x}{L}\;e^{-n^2\pi^2\tau},\qquad \tau=\frac{Dt}{L^2}.
\end{equation}
With $y=x/L$, the coefficients are
\begin{equation}
b_n=-2c_0\int_0^1(1-y)\sin(n\pi y)\,dy=-\frac{2c_0}{n\pi}.
\end{equation}
In the integration by parts, the boundary term at $y=0$ gives $1/(n\pi)$, and the remaining integral of $\cos(n\pi y)$ is zero. Every term of $\delta$ decays, as part 1 required.

For $t>0$ the flux at the exit is $-D\,\partial c/\partial x$ at $x=L$. Since $\cos n\pi=(-1)^n$,
\begin{equation}
\frac{J(L,t)}{Dc_0/L}=1+2\sum_{n=1}^{\infty}(-1)^n e^{-n^2\pi^2\tau}.
\label{flux}
\end{equation}
For $Q$, insert $\delta$ into the balance (\ref{balance}). The needed integral is $\int_0^1 y\sin(n\pi y)\,dy=-(-1)^n/(n\pi)$, and the two minus signs combine to give
\begin{equation}
\frac{Q}{c_0L}=\tau-\frac16-\frac{2}{\pi^2}\sum_{n=1}^{\infty}\frac{(-1)^n}{n^2}e^{-n^2\pi^2\tau}.
\label{dose}
\end{equation}

At the lag time $\tau=1/6$. The first two exponentials are 0.193 and 0.0014, and the rest are negligible here. Thus
\begin{align}
\frac{J}{Dc_0/L}&\simeq1-0.386+0.003=0.617,\\
\frac{Q}{c_0L}&\simeq\frac{2}{\pi^2}\,(0.1930-0.0003)=0.039 .
\end{align}
At the lag time the flux has already reached 62\% of its steady value. At half that time, five years, it is 19\%, and $Q/(c_0L)=0.0038$. The lag is the intercept of a line, not a period during which the exit stays free of copper.

Amounts, unlike the lag, depend on $c_0$. For the round value $c_0=10^{20}$ cm$^{-3}$, $c_0L=2\times10^{13}$ cm$^{-2}$, and the dose that has passed after ten years is
\begin{equation}
0.0390\times2.00\times10^{13}\ {\rm cm^{-2}}=7.8\times10^{11}\ {\rm cm^{-2}}.
\end{equation}
The steady flux, $Dc_0/L=1.06\times10^4$ cm$^{-2}$\,s$^{-1}$, adds $3.3\times10^{11}$ cm$^{-2}$ per year. If the dielectric fails at a critical dose, its lifetime follows from setting (\ref{dose}) equal to that dose divided by $c_0L$. Because $Q$ increases with time, a critical dose below $0.039\,c_0L$ is reached before the lag time. A ten-year lag is thus not by itself a ten-year lifetime.

\section*{3. The atomic picture}

Let the copper jump between the sites of a simple cubic lattice of spacing $a$, with total jump rate $\Gamma$ shared equally by six directions. Let $c_i$ be the concentration on plane $i$, with $L=Na$. Jumps within a plane do not change $c_i$, so
\begin{equation}
\frac{dc_i}{dt}=\frac{\Gamma}{6}\,(c_{i+1}-2c_i+c_{i-1}),\qquad D=\frac{\Gamma a^2}{6}.
\end{equation}
The second relation follows because the bracket becomes $a^2\,\partial^2c/\partial x^2$ for a smooth profile. The argument of part 1 carries over with the weight $i/N$. In the sum
\begin{equation}
\sum_{i=1}^{N-1}i\,(c_{i+1}-2c_i+c_{i-1})=c_0-N c_{N-1},
\end{equation}
each inner $c_j$ has the coefficient $(j-1)-2j+(j+1)=0$. For $j=N-1$ the contribution $j+1=N$ is missing, which leaves $-N$; the source plane contributes $c_0$, and $c_N=0$. Multiplication by $D/(aN)$ gives $Dc_0/L-Dc_{N-1}/a$, which is the steady flux minus the flux into the sink. The balance thus has the form (\ref{balance}), with the integral replaced by a sum. In the steady state $c_i=c_0(1-i/N)$, and
\begin{align}
a c_0\sum_{i=1}^{N-1}\frac{i}{N}\left(1-\frac{i}{N}\right)
&=ac_0\left[\frac{N-1}{2}-\frac{(N-1)(2N-1)}{6N}\right]\nonumber\\
&=ac_0\,\frac{N^2-1}{6N}=\frac{c_0L}{6}\left(1-\frac1{N^2}\right).
\end{align}
Division by the steady flux $Dc_0/L$ gives
\begin{equation}
t_{\rm lag}=\frac{L^2}{6D}\left(1-\frac1{N^2}\right).
\end{equation}

For $a=0.25$ nm there are $N=8$ spacings, and the lag at the same $D$ is 9.84 years instead of 10. In this model discreteness changes the estimate by 1.6\%. A real barrier may also have special sites at its interfaces, which the model leaves out.

The jump rate shows how slow the motion is:
\begin{equation}
\Gamma=\frac{6D}{a^2}=\frac{6\times2.113\times10^{-23}}{(2.5\times10^{-8})^2}\ {\rm s^{-1}}=2.0\times10^{-7}\ {\rm s^{-1}},
\end{equation}
one jump in 57 days on average. In ten years an atom makes about $\Gamma L^2/(6D)=(L/a)^2=64$ jumps.

\section*{4. Ions in a field}

An insulating barrier can carry a field; a well-conducting one supports almost none, and part 1 then applies. Take a uniform field $E$, positive when it drives the ions toward the exit. The Einstein relation gives the mobility $qD/(kT)$, hence the drift velocity
\begin{equation}
v=\frac{qD}{kT}E=\frac{uD}{L},\qquad u=\frac{qEL}{kT},
\end{equation}
and the flux $J=vc-D\,\partial c/\partial x$. The faces are held at $c_0$ and zero as before.

Let $w(x)$ be a weight with $w(0)=0$ and $w(L)=1$. Two integrations by parts give
\begin{align}
\frac{d}{dt}\int_0^L cw\,dx&=-\int_0^L\frac{\partial J}{\partial x}\,w\,dx=-J(L,t)+\int_0^L Jw'\,dx\nonumber\\
&=-J(L,t)+\int_0^L c\,(vw'+Dw'')\,dx+Dc_0w'(0).
\end{align}
The last term is $-D[cw']_0^L$ with $c(L)=0$. The remaining integral vanishes if $Dw''+vw'=0$, that is, for
\begin{equation}
w=\frac{1-e^{-ux/L}}{1-e^{-u}} .
\end{equation}
In the steady state the left side is zero, so the steady flux is
\begin{equation}
J_{\rm s}=Dc_0w'(0)=\frac{Dc_0}{L}\,\frac{u}{1-e^{-u}} .
\label{js}
\end{equation}
The corresponding profile is
\begin{equation}
c_{\rm s}=c_0\,\frac{1-e^{-u(1-y)}}{1-e^{-u}},\qquad y=\frac{x}{L}.
\end{equation}
It has the right values on both faces, and in $vc_{\rm s}-D\,dc_{\rm s}/dx$ the exponentials cancel, leaving the constant (\ref{js}).

Integration in time now gives $Q=J_{\rm s}t-\int cw\,dx$, so the lag is $\int c_{\rm s}w\,dx/J_{\rm s}$:
\begin{align}
t_{\rm lag}&=\frac{L^2}{Du}\,\frac{1}{1-e^{-u}}\int_0^1\left(1-e^{-u(1-y)}\right)\left(1-e^{-uy}\right)dy\nonumber\\
&=\frac{L^2}{Du}\,\frac{1+e^{-u}-2(1-e^{-u})/u}{1-e^{-u}}\nonumber\\
&=\frac{L^2}{D}\,\frac{u\coth(u/2)-2}{u^2}.
\label{fieldlag}
\end{align}
The product in the first line is $1+e^{-u}-e^{-uy}-e^{-u(1-y)}$, and each of its last two terms integrates to $-(1-e^{-u})/u$. The last line uses $(1+e^{-u})/(1-e^{-u})=\coth(u/2)$.

For small $u$, $u\coth(u/2)=2+u^2/6-\dots$, and (\ref{lag}) returns. For large positive $u$ the lag tends to $L^2/(Du)=L/v$, the transit time at the drift velocity.

At 378.15 K, $kT/q=0.03259$ V. The field puts 0.200 V across the barrier, so $u=0.200/0.03259=6.14$. The factor multiplying $L^2/D$ in (\ref{fieldlag}) is
\begin{equation}
\frac{6.14\times1.0043-2}{6.14^2}=0.1105,
\end{equation}
compared with $1/6=0.167$. At unchanged $D$ the lag falls from 10 to 6.6 years. To restore ten years, $D$ must fall by the factor 0.663, to $1.4\times10^{-23}$ cm$^2$/s. The steady flux changes more: by (\ref{js}) it rises 6.2 times.

The lag (\ref{fieldlag}) is even in $u$, so a reversed field of equal strength also gives 6.6 years. The steady flux is not even: reversal multiplies it by $e^{-u}$, and it falls to 0.013 of its value without field. In that case a shorter lag accompanies a much smaller leak, so the lag alone does not rank barriers by leakage.

Two conditions limit this part. First, the charge of the ions must not distort the field. If uncompensated, they change it by up to about $qc_0L/\varepsilon$, where $\varepsilon$ is the permittivity. For this to be small compared with 1 MV/cm, at a relative permittivity of 4, $c_0$ must lie well below $10^{19}$ cm$^{-3}$. The doses of part 2, calculated for $10^{20}$ cm$^{-3}$, therefore cannot be carried over to this case. Even at low $c_0$, the factor 6.2 applies to the steady flux and not to the dose at a given time, because the lag changes too. At ten years and unchanged $D$, where $L^2/D=60$ years, the late straight line alone gives $Q/(c_0L)=6.15\,(10-6.63)/60=0.35$, and the full dose, which lies above the line, is 0.39, ten times the 0.039 found without field. Second, the drift must be linear in the field. For jumps over symmetric barriers, the rates along and against the field are $(\Gamma/6)e^{\pm\epsilon/2}$ with $\epsilon=qEa/(kT)=u/N=0.77$. The velocity then exceeds the linear law by the factor $\sinh(\epsilon/2)/(\epsilon/2)\simeq1+\epsilon^2/24$, about 2\% here. The sum of the two rates grows as well, which raises the diffusivity along the field by the factor $\cosh(\epsilon/2)$, about 7\%. With these rates on eight lattice spacings, the lag is 6.3 years instead of 6.6, and the steady flux is 6.3 times its value without field instead of 6.2. Much stronger fields need the full rates.

\section*{5. Thickness, definition and trapping}

\textit{A thin region.} Since the lag scales as $L^2$, a region 1 nm thick has a lag of $10/4=2.5$ years at the same $D$, and its steady flux per area is doubled. This one-dimensional result requires the region to be wide compared with its thickness. The word ``uniform'' therefore matters: the average thickness does not determine when copper first arrives in quantity.

\textit{Another definition.} Suppose that a fixed dose is released at an entrance which copper cannot cross backwards, and ask for its mean exit time. Let $T(x)$ be the mean time to exit from position $x$. In a short time $dt$ an atom moves by $\pm s$ with equal probability, where $s^2=2D\,dt$, so
\begin{equation}
T(x)=dt+\tfrac12\left[T(x+s)+T(x-s)\right]\simeq dt+T(x)+D\,dt\,T''(x).
\end{equation}
Hence $DT''=-1$. With $T'(0)=0$ at the blocked face and $T(L)=0$ at the sink,
\begin{equation}
T(x)=\frac{L^2-x^2}{2D},\qquad T(0)=\frac{L^2}{2D}.
\end{equation}
This is three times the lag: 30 years at the $D$ of part 1. Requiring this time to be ten years would permit $D=6.3\times10^{-23}$ cm$^2$/s. A diffusivity inferred from a delay therefore has a meaning only together with the definition of the delay and the condition at the entrance.

\textit{Trapping.} Suppose that traps hold $K$ immobile atoms per mobile one, in rapid local equilibrium and far from saturation. Without a field, conservation then reads
\begin{equation}
(1+K)\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2},
\end{equation}
where $c$ is the mobile concentration. Time is stretched by $1+K$, and the lag becomes $(1+K)L^2/(6D)$. The steady flux $Dc_0/L$ is unchanged, because in the steady state the trapped amount no longer changes: the traps release copper as fast as they capture it. The value found in part 1 is then $D/(1+K)$, and it would underestimate the steady leak if used as the mobile diffusivity.

\section*{Cases compared}

Every delay above is inversely proportional to $D$ at fixed $u$. The diffusivity that makes it ten years is therefore $2.113\times10^{-23}$ cm$^2$/s times the delay in the second column divided by ten years. The steady flux is relative to the first row, at the same $D$ and $c_0$.

\begin{center}
\begin{tabular}{lccc}
\hline
Case & Delay & $D$ for 10 years & Steady \\
 & (years) & ($10^{-23}$ cm$^2$/s) & flux \\
\hline
2 nm, no field & 10.0 & 2.11 & 1 \\
2 nm, 8 lattice spacings & 9.84 & 2.08 & 1 \\
2 nm, forward field & 6.63 & 1.40 & 6.15 \\
2 nm, reversed field & 6.63 & 1.40 & 0.013 \\
1 nm, no field & 2.50 & 0.53 & 2 \\
2 nm, mean exit time & 30.0 & 6.34 & -- \\
\hline
\end{tabular}
\end{center}

The lags with and without field were tested by following the transport equation in time from an empty barrier, and the mean exit time by a separate linear solution; all agree with the formulas to within 0.2\%. For the 2 nm barrier the lag-based entries lie between 1.4 and $2.1\times10^{-23}$ cm$^2$/s, so the requirement near $2\times10^{-23}$ cm$^2$/s holds as an order of magnitude with this field as well as without it. Halving the thickness lowers the permitted diffusivity more than this field of 1 MV/cm does; by (\ref{fieldlag}) the field would match it only near 3.5 MV/cm. All entries assume one diffusivity throughout the film. Fast paths such as the grain boundaries of a polycrystalline barrier are left out, and where they carry the copper the estimate does not apply to the bulk $D$.

\section*{Computed results}
\begin{verbatim}
Barrier thickness: 2.00 nm = 2.0e-07 cm
Target lag: 10.0 years = 3.1558e+08 s
Required D without field: 2.113e-23 cm^2/s
Same D in SI: 2.113e-27 m^2/s
Lag from propagation at this D: 10.000 years
Flux / steady flux at 5 years: 0.1946
Flux / steady flux at 10 years: 0.6167
Q/(c0 L) at 5 years: 0.00382
Q/(c0 L) at 10 years: 0.03904
Entrance concentration c0: 1.0e+20 cm^-3
Product c0 L: 2.00e+13 cm^-2
Leaked dose at 10 years: 7.809e+11 cm^-2
Steady flux: 1.056e+04 cm^-2 s^-1
Steady flux per year: 3.333e+11 cm^-2
Mean exit time, blocked entrance: 30.00 years
D if that time is 10 years: 6.338e-23 cm^2/s
Jump length: 0.25 nm
Lattice spacings across barrier: 8
Jump rate: 2.028e-07 s^-1
Mean time between jumps: 57.1 days
Mean number of jumps in 10 years: 64.0
Lag on the lattice: 9.844 years
Field: 1.00 MV/cm
Temperature: 378.15 K
Thermal voltage kT/q: 0.03259 V
Voltage across barrier: 0.200 V
Field parameter u: 6.138
Lag factor D t_lag/L^2 with field: 0.1105
Lag with field at unchanged D: 6.63 years
Required D with field: 1.401e-23 cm^2/s
Ratio of required D, field / no field: 0.663
Steady flux factor, forward field: 6.151
Steady flux factor, reversed field: 0.01329
Lag of 1 nm region at unchanged D: 2.500 years
\end{verbatim}
